\section*{Modulational Sidebands in the Lugiato-Lefever Equation Need Normalised Intensity Above One, part 1}

(Sections cited here and not found follow in the second part.)

\section{The sideband equations and the bound}

Light in a driven Kerr ring resonator is governed by three kinds of rate: the damping rate of a mode amplitude, the frequency shift produced by the Kerr effect, and the mismatch between the frequencies of the light and of the cold resonator. Of these, the Kerr shift alone depends on intensity. A weak sideband can therefore have a growth threshold only in the form of a ratio, Kerr shift over damping rate, set equal to some function of the mismatch measured in the same unit. Let $\rho$ be this ratio, let $\nu$ be the mismatch divided by the damping rate, and let time be counted in units of the inverse damping rate.

Symmetry narrows the form further. If all modes are damped equally, damping multiplies every weak perturbation by the common factor $e^{-\tau}$. What remains is a lossless linear problem whose coefficients are proportional to $\rho$ and $\nu$. Multiplying both by a constant $c$ merely makes that problem run $c$ times faster, so its growth rate must have the form $\rho f(\nu/\rho)$. The phase of the strong field cannot enter, because turning the phases of field and perturbation together leaves the linear problem unchanged. The net growth rate is thus
\begin{equation}
\operatorname{Re}\lambda=-1+\rho\,f(\nu/\rho).
\label{eq:form}
\end{equation}
If $f$ has a largest value $C$, growth requires $\rho>1/C$, where $C$ is a pure number. Scaling cannot supply this number. The calculation below gives $C=1$.

The model is as follows. The resonator modes near the pump are labelled by an integer $\mu$, with $\mu=0$ for the pumped mode, and have frequencies
\begin{equation}
\omega_\mu=\omega_0+D_1\mu+\tfrac12D_2\mu^2 .
\end{equation}
Here $D_1$ is the angular mode spacing and $D_2$ its change from one mode to the next. Positive $D_2$ is called anomalous dispersion, negative $D_2$ normal dispersion. The pump laser has frequency $\omega_p$, and $\delta=\omega_0-\omega_p$ is the detuning. Fields vary as $e^{-i\omega t}$, so a mode whose frequency lies above its reference frequency by $x$ acquires the rate $-ix$.

Let $A(\theta,t)=\sum_\mu A_\mu e^{i\mu\theta}$ be the field envelope, scaled so that $|A|^2$ is the circulating power. The angle $\theta$ is measured in a frame that turns with the light at the rate $D_1$. The reference frequency of mode $\mu$ is then $\omega_p+D_1\mu$, and its offset from the reference is $\delta+\frac12D_2\mu^2$. Because $\partial^2/\partial\theta^2$ multiplies $e^{i\mu\theta}$ by $-\mu^2$, the dispersive rate $-\frac i2D_2\mu^2$ is produced by the operator $+\frac i2D_2\,\partial^2/\partial\theta^2$. With energy decay rate $\kappa$ the amplitude decays at $\kappa/2$. A wave of power $|A|^2$ gains the Kerr phase $\gamma|A|^2$ per unit length, hence $\gamma v_g|A|^2$ per unit time, where $v_g$ is the group velocity. Together,
\begin{equation}
\frac{\partial A}{\partial t}=-\Bigl(\frac\kappa2+i\delta\Bigr)A+i\gamma v_g|A|^2A+\frac{iD_2}{2}\frac{\partial^2A}{\partial\theta^2}+S ,
\label{eq:physical}
\end{equation}
with $S$ the constant drive. This is a mean-field equation: loss, drive and Kerr phase are spread evenly over the round trip, which is justified when each changes the field little in one round trip. It also assumes one mode family, an instantaneous Kerr response and equal damping of all modes.

Divide \eqref{eq:physical} by $\kappa/2$ and define
\begin{equation}
\tau=\frac{\kappa t}{2},\quad \psi=\sqrt{\frac{2\gamma v_g}{\kappa}}\,A,\quad \alpha=\frac{2\delta}{\kappa},\quad d=\frac{D_2}{\kappa},\quad F=\frac2\kappa\sqrt{\frac{2\gamma v_g}{\kappa}}\,S .
\label{eq:scales}
\end{equation}
The coefficient of the cubic term becomes one, because $(2\gamma v_g/\kappa)|A|^2=|\psi|^2$, and the result is the Lugiato-Lefever equation
\begin{equation}
\frac{\partial\psi}{\partial\tau}=-(1+i\alpha)\psi+i|\psi|^2\psi+id\,\frac{\partial^2\psi}{\partial\theta^2}+F .
\label{eq:lle}
\end{equation}
The phase of the drive is chosen so that $F$ is real and positive. The normalised intensity $|\psi|^2$ is the Kerr shift $\gamma v_g|A|^2$ divided by $\kappa/2$. An intensity of one therefore means that the pump shifts its own resonance by half the full linewidth.

A homogeneous steady state $\psi_0$ depends on neither $\theta$ nor $\tau$. With $\rho=|\psi_0|^2$, equation \eqref{eq:lle} gives
\begin{equation}
F=\bigl[1+i(\alpha-\rho)\bigr]\psi_0,\qquad F^2=\rho\bigl[1+(\rho-\alpha)^2\bigr].
\label{eq:steady}
\end{equation}
The second relation is the squared modulus of the first. Its bracket is at least one, so $\rho\le F^2$, with equality when $\alpha=\rho$, that is, when the laser sits on the Kerr-shifted resonance.

Now let $\psi=\psi_0+u$ with $u$ small. The cubic term is best written as $\psi^2\psi^*$:
\begin{align}
(\psi_0+u)^2(\psi_0^*+u^*)
&=(\psi_0^2+2\psi_0u+u^2)(\psi_0^*+u^*)\nonumber\\
&=\rho\psi_0+2\rho u+\psi_0^2u^*+O(|u|^2).
\end{align}
The terms of order zero cancel by \eqref{eq:steady}, and the drive cancels with them. To first order,
\begin{equation}
\frac{\partial u}{\partial\tau}=-(1+i\alpha)u+2i\rho u+i\psi_0^2u^*+id\,\frac{\partial^2u}{\partial\theta^2}.
\label{eq:linear}
\end{equation}
The two Kerr terms act differently. The term $2i\rho u$ is a frequency shift, twice the shift $\rho$ that the pump gives itself, since $u$ can replace either of the two factors $\psi$ in $\psi^2\psi^*$. A frequency shift cannot amplify. The term $i\psi_0^2u^*$ depends on the phase of $u$ and can. It describes the conversion of two pump photons into a pair of sideband photons.

The coefficients of \eqref{eq:linear} do not depend on $\theta$, but complex conjugation turns $e^{i\mu\theta}$ into $e^{-i\mu\theta}$. Hence mode $\mu$ is coupled to mode $-\mu$ and to no other. For $\mu\neq0$ write
\begin{equation}
u=a(\tau)e^{i\mu\theta}+b^*(\tau)e^{-i\mu\theta},\qquad
u^*=b(\tau)e^{i\mu\theta}+a^*(\tau)e^{-i\mu\theta}.
\end{equation}
Collecting the factors of $e^{i\mu\theta}$ and of $e^{-i\mu\theta}$ in \eqref{eq:linear} gives
\begin{align}
a'&=-\bigl[1+i(\alpha+d\mu^2-2\rho)\bigr]a+i\psi_0^2b,\\
(b^*)'&=-\bigl[1+i(\alpha+d\mu^2-2\rho)\bigr]b^*+i\psi_0^2a^* ,
\end{align}
where a prime denotes $d/d\tau$. Define the residual mismatch
\begin{equation}
\Delta=\alpha+d\mu^2-2\rho
\label{eq:delta}
\end{equation}
and conjugate the second equation, which reverses the sign of every $i$:
\begin{equation}
\frac{d}{d\tau}\begin{pmatrix}a\\ b\end{pmatrix}
=\begin{pmatrix}-1-i\Delta&i\psi_0^2\\-i\psi_0^{*2}&-1+i\Delta\end{pmatrix}
\begin{pmatrix}a\\ b\end{pmatrix}.
\label{eq:matrix}
\end{equation}
For $\mu=0$ the same matrix acts on the pair $(u,u^*)$, so the uniform perturbation is included.

Solutions proportional to $e^{\lambda\tau}$ require the determinant of the matrix minus $\lambda$ to vanish. The product of the off-diagonal elements is $(i\psi_0^2)(-i\psi_0^{*2})=\rho^2$, so
\begin{equation}
(\lambda+1+i\Delta)(\lambda+1-i\Delta)-\rho^2=(\lambda+1)^2+\Delta^2-\rho^2=0,
\end{equation}
and therefore
\begin{equation}
\lambda_\pm=-1\pm\sqrt{\rho^2-\Delta^2}.
\label{eq:lambda}
\end{equation}
If $|\Delta|\ge\rho$, the root is imaginary or zero and both rates have real part $-1$. For $|\Delta|>\rho$ the sidebands in general exchange energy with the pump periodically while they decay; only a perturbation made of a single eigenvector decays without this exchange. If $|\Delta|<\rho$, the root is real and no larger than $\rho$. In both cases
\begin{equation}
\operatorname{Re}\lambda\le\rho-1 .
\label{eq:bound}
\end{equation}
A positive growth rate is therefore impossible unless $\rho>1$, which is the result sought. With $\nu=\alpha+d\mu^2$, comparison with \eqref{eq:form} gives $f(x)=\sqrt{1-(x-2)^2}$ for $|x-2|\le1$ and $f=0$ elsewhere. Its largest value is $C=1$, at $x=2$.

The converse needs more than $\rho>1$. By \eqref{eq:lambda}, growth occurs if and only if $\rho^2>1+\Delta^2$, so the sideband must also be phase matched to within $|\Delta|<\sqrt{\rho^2-1}$. At $\Delta=0$ the bound is attained. There, write $i\psi_0^2=\rho e^{i\chi}$, so that $-i\psi_0^{*2}=\rho e^{-i\chi}$. The choice $a=e^{i\chi}b$ turns both rows of \eqref{eq:matrix} into the same equation, $b'=(\rho-1)b$. For this phase relation the pair production feeds both sidebands at the full rate $\rho$, against the damping rate one.

Eigenvalues describe late times. Unless $\Delta=0$, the matrix in \eqref{eq:matrix} does not commute with its adjoint, and such a matrix can amplify for a while even when all its eigenvalues decay. The possibility is settled by following $E=|a|^2+|b|^2$. From \eqref{eq:matrix},
\begin{align}
a^*a'&=-(1+i\Delta)|a|^2+i\psi_0^2a^*b,\\
b^*b'&=-(1-i\Delta)|b|^2-i\psi_0^{*2}ab^* .
\end{align}
The last terms of the two lines are complex conjugates of each other and have the same real part. Since $E'=2\operatorname{Re}(a^*a'+b^*b')$,
\begin{equation}
E'=-2E+4\operatorname{Re}(i\psi_0^2a^*b)\le-2E+4\rho|a||b|\le2(\rho-1)E .
\label{eq:energy}
\end{equation}
The last step uses $2|a||b|\le|a|^2+|b|^2$. For $\rho<1$ the sideband energy thus falls at every instant, and the amplitude $\sqrt E$ falls at least as fast as $e^{-(1-\rho)\tau}$. Below intensity one there is not even transient growth.

Subtracting the two lines instead of adding them makes the coupling terms cancel, which leaves $(|a|^2-|b|^2)'=-2(|a|^2-|b|^2)$. The Kerr effect feeds both sidebands equally, as production in pairs demands, and any initial imbalance decays by damping.

Above intensity one, transient growth without lasting growth does occur. Let $N$ be the matrix of \eqref{eq:matrix} with the damping $-1$ removed from its diagonal. It has zero trace, and direct multiplication gives $N^2=(\rho^2-\Delta^2)I$. For $|\Delta|>\rho$ put $\Omega=\sqrt{\Delta^2-\rho^2}$. The exponential series then sums to
\begin{equation}
e^{N\tau}=\cos(\Omega\tau)\,I+\frac{\sin(\Omega\tau)}{\Omega}\,N .
\end{equation}
Its determinant is one because $N$ has zero trace, so its two singular values are $\sigma$ and $1/\sigma$ with $\sigma\ge1$. The sum of their squares equals the sum of the squared moduli of the matrix elements. The cross terms are proportional to the real part of the trace of $N$ and vanish, which leaves
\begin{equation}
\sigma^2+\sigma^{-2}=2\cos^2\Omega\tau+\frac{2(\Delta^2+\rho^2)}{\Omega^2}\sin^2\Omega\tau
=2+\frac{4\rho^2}{\Omega^2}\sin^2\Omega\tau .
\end{equation}
Hence $\sigma-\sigma^{-1}=2\rho|\sin\Omega\tau|/\Omega$, and the largest amplitude gain at time $\tau$ is $e^{-\tau}\sigma$, with $\ln\sigma=\operatorname{arsinh}(\rho|\sin\Omega\tau|/\Omega)$.

Take $\rho=1.5$, $\alpha=0$ and $d=-0.02$. Every $\Delta$ is then $-3$ or less, every eigenvalue has real part $-1$, and the uniform perturbation, with $\Delta=-3$, has the smallest $|\Delta|$. Here $\Omega=\sqrt{9-2.25}=2.60$. At $\tau=0.30$ the sine is $0.703$ and $\ln\sigma=0.395$, which gives the gain $e^{0.395-0.300}\approx1.10$. The largest gain found numerically over all modes of the discretised equation is $1.10$. For small $\tau$ the formula gives $\ln\sigma\approx\rho\tau$, so the gain starts as $e^{(\rho-1)\tau}$ for every $|\Delta|>\rho$. Hence $\rho=1$ is also the border for transient growth.
\section{Gain band, pump power and a silicon nitride ring}

The results carried over are these. In the Lugiato-Lefever equation \eqref{eq:lle}, $\alpha$ is the detuning $\omega_0-\omega_p$ in units of half the linewidth $\kappa$, $d=D_2/\kappa$ is the dispersion (positive when anomalous), $F$ is the drive, and time is counted in units of $2/\kappa$. The homogeneous state has intensity $\rho$, with $F^2=\rho[1+(\rho-\alpha)^2]$. Sidebands $\pm\mu$ have the rates $\lambda_\pm=-1\pm\sqrt{\rho^2-\Delta^2}$ with $\Delta=\alpha+d\mu^2-2\rho$, so they can grow only if $\rho>1$, and do grow if and only if $\rho^2>1+\Delta^2$.

Written as $|\Delta|<\sqrt{\rho^2-1}$, this last condition gives the gain band
\begin{equation}
2\rho-\alpha-\sqrt{\rho^2-1}<d\mu^2<2\rho-\alpha+\sqrt{\rho^2-1}.
\label{eq:band}
\end{equation}
The band closes at $\rho=1$. Because $\mu$ is an integer, a narrow band may contain no mode, and the state is then stable although $\rho>1$.

For $\mu=0$ the condition for growth is $1+(\alpha-2\rho)^2-\rho^2<0$. The left side is the slope of the steady-state curve:
\begin{equation}
\frac{dF^2}{d\rho}=1+\alpha^2-4\alpha\rho+3\rho^2=1+(\alpha-2\rho)^2-\rho^2 .
\end{equation}
Uniform perturbations therefore grow on the part of the curve where intensity falls as the drive rises, the middle branch of a bistable resonator. This is a switching instability. The uniform perturbation makes no sidebands by itself, but on this branch \eqref{eq:band} can allow sidebands to grow as well.

Weak sidebands can grow only if the normalised intensity $\rho$ exceeds one, and they do grow when their mode number also lies in the gain band \eqref{eq:band}. It remains to see how dispersion selects the detunings at which this happens, what pump power a silicon nitride ring needs, and how unequal damping and two-photon absorption move the threshold.
